# Forces in an Atom-Centred Basis: Overlap and Pulay Terms

**Q:** A nucleus moves, and the only part of the electronic Hamiltonian that knows about it is the potential. The force should be minus the expectation value of the potential's derivative. Why should the choice of basis matter?

**A:** That argument holds for exact eigenfunctions. In a finite basis attached to the nuclei, moving a nucleus also changes the set of functions from which the orbitals are built. The energy a calculation reports is the energy within that set, and its force must include the change of the set.

To make this definite, take real basis functions $\chi_\mu$ centred on nuclei at $X_I$, and a one-electron Hamiltonian $\hat H=-\tfrac12\nabla^2+V$ in atomic units that does not depend on the electron density. Define

$$H_{\mu\nu}=\langle\chi_\mu|\hat H|\chi_\nu\rangle,\qquad S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle .$$

The orbitals $\psi_i=\sum_\mu c_{\mu i}\chi_\mu$ satisfy

$$Hc_i=\varepsilon_iSc_i,\qquad c_i^TSc_j=\delta_{ij}.$$

With occupations $n_i$, held fixed for now, the electronic energy is

$$E=\sum_i n_i c_i^THc_i=\mathrm{Tr}(\rho H),\qquad \rho=\sum_i n_ic_ic_i^T .$$

A repulsion between nuclei would add its own derivative; I leave it out.

**Q:** Then differentiate. You will need the derivatives of the coefficients, which means solving a response problem for every nuclear coordinate.

**A:** They appear, but they can be eliminated. Write $d$ for a derivative with respect to one coordinate $X_I$. The product rule gives

$$dE=\mathrm{Tr}(\rho\,dH)+\mathrm{Tr}(d\rho\,H).$$

Here $dH$ is the derivative of the whole matrix element, including the motion of the basis functions. For the second term,

$$d\rho=\sum_i n_i\left(dc_i\,c_i^T+c_i\,dc_i^T\right),$$

$$\mathrm{Tr}(d\rho\,H)=\sum_i n_i\left(c_i^TH\,dc_i+dc_i^THc_i\right).$$

The eigenvalue equation gives $Hc_i=\varepsilon_iSc_i$ and, because $H$ and $S$ are symmetric, $c_i^TH=\varepsilon_ic_i^TS$. Therefore

$$\mathrm{Tr}(d\rho\,H)=\sum_i n_i\varepsilon_i\left(c_i^TS\,dc_i+dc_i^TSc_i\right).$$

Normalization must hold at every geometry. Differentiating $c_i^TSc_i=1$ gives

$$dc_i^TSc_i+c_i^T\,dS\,c_i+c_i^TS\,dc_i=0 .$$

The bracket above is thus $-c_i^T\,dS\,c_i$. With the energy-weighted density matrix

$$W=\sum_i n_i\varepsilon_ic_ic_i^T,$$

we have $\mathrm{Tr}(d\rho\,H)=-\mathrm{Tr}(W\,dS)$, and so

$$\frac{dE}{dX_I}=\mathrm{Tr}\left(\rho\frac{dH}{dX_I}\right)-\mathrm{Tr}\left(W\frac{dS}{dX_I}\right).$$

This is the energy gradient. The force has the opposite sign:

$$F_I=-\mathrm{Tr}\left(\rho\frac{dH}{dX_I}\right)+\mathrm{Tr}\left(W\frac{dS}{dX_I}\right).$$

The derivation needs differentiable orbitals. If levels are degenerate but equally occupied, the sum over them can still be smooth. At a crossing of unequally occupied levels, a unique derivative may not exist.

**Q:** The energy is stationary with respect to the coefficients. Should their response not drop out completely, leaving no $W$ term?

**A:** It is stationary under changes that preserve normalization with $S$ fixed. When the nuclei move, $S$ changes, so the coefficients must change merely to remain normalized. The $W$ term is the energy cost of that adjustment.

A shift of the energy zero shows why it is needed. Add a constant $\Delta$ to $\hat H$. Then $H\to H+\Delta S$, $\varepsilon_i\to\varepsilon_i+\Delta$ and $W\to W+\Delta\rho$, while $\rho$ is unchanged. The gradient changes by

$$\Delta\,\mathrm{Tr}(\rho\,dS)-\Delta\,\mathrm{Tr}(\rho\,dS)=0 .$$

Without the second term, the force would generally depend on an arbitrary energy zero.

**Q:** I want a case where every matrix element can be calculated by hand.

**A:** Take one dimension, with sites at $X_A=0$ and $X_B=2$ bohr, separation $R=X_B-X_A$, and potential

$$V(x)=-\sum_{J=A,B}v_Je^{-g(x-X_J)^2}.$$

Choose $v_A=1.5$ and $v_B=1.0$ hartree, and $g=0.5$ bohr$^{-2}$. Each site carries one normalized Gaussian, $(2a/\pi)^{1/4}e^{-a(x-X_A)^2}$ or the same form with $b$ and $X_B$, where $a=0.6$ and $b=0.3$ bohr$^{-2}$. Two noninteracting electrons occupy the lower level.

Let $p=a+b$, $\eta=ab/p$ and $P=(aX_A+bX_B)/p$. Completing the square gives

$$a(x-X_A)^2+b(x-X_B)^2=p(x-P)^2+\eta R^2 .$$

Since $\int e^{-p(x-P)^2}dx=\sqrt{\pi/p}$,

$$S_{AB}=\left(\frac{4ab}{p^2}\right)^{1/4}e^{-\eta R^2}=0.4363 .$$

For the kinetic energy, two $x$-derivatives of $\chi_B$ equal two $X_B$-derivatives, so

$$T_{AB}=-\frac12\frac{\partial^2S_{AB}}{\partial X_B^2}=\eta(1-2\eta R^2)S_{AB}.$$

For the potential, complete the square once more with the well. With $q=pg/(p+g)$,

$$V_{AB}=-S_{AB}\sqrt{\frac p{p+g}}\sum_Jv_Je^{-q(P-X_J)^2}.$$

Here $\eta=0.2$ and $P=2/3$, which give $T_{AB}=-0.0524$ and $V_{AB}=-0.6524$, hence $H_{AB}=-0.7048$ hartree. Setting both orbitals equal in the same formulas gives $H_{AA}=-1.1650$ and $H_{BB}=-0.9607$ hartree.

The levels solve $(H_{AA}-\varepsilon)(H_{BB}-\varepsilon)=(H_{AB}-\varepsilon S_{AB})^2$. The lower root is $\varepsilon_1=-1.2516$ hartree. The first row of the eigenvalue equation then gives

$$\frac{c_B}{c_A}=-\frac{H_{AA}-\varepsilon_1}{H_{AB}-\varepsilon_1S_{AB}}=0.5455 .$$

Normalization, $c_A^2+c_B^2+2c_Ac_BS_{AB}=1$, fixes $c_A=0.7509$ and $c_B=0.4096$. Thus $\rho_{AA}=2c_A^2=1.1276$, $\rho_{AB}=0.6152$, $\rho_{BB}=0.3356$, and $W=\varepsilon_1\rho$, so $W_{AB}=-0.7699$ hartree.

**Q:** Now the derivatives, since that is where the signs can go wrong.

**A:** Move $A$, so $dR/dX_A=-1$. The diagonal overlaps remain one, and

$$\frac{dS_{AB}}{dX_A}=2\eta RS_{AB}=0.8\times0.4363=0.3490\ \text{bohr}^{-1}.$$

In $H_{AA}$, orbital $A$ and well $A$ move together, so only the contribution of well $B$ varies. With $q_A=2ag/(2a+g)$,

$$\frac{dH_{AA}}{dX_A}=-\sqrt{\frac{2a}{2a+g}}\,v_B\,2q_ARe^{-q_AR^2}=-0.2891 .$$

Likewise, with $q_B=2bg/(2b+g)$, moving well $A$ past the stationary orbital $B$ gives

$$\frac{dH_{BB}}{dX_A}=-\sqrt{\frac{2b}{2b+g}}\,v_A\,2q_BRe^{-q_BR^2}=-0.4060 .$$

Both are in hartree/bohr. For the off-diagonal kinetic term, the product rule gives

$$\frac{dT_{AB}}{dX_A}=2\eta^2R(3-2\eta R^2)S_{AB}=0.0977 .$$

For the potential term, $P-X_A=bR/p$ and $P-X_B=-aR/p$. Differentiating the prefactor $S_{AB}$ and the two exponentials,

$$\frac{dV_{AB}}{dX_A}=2\eta RV_{AB}-S_{AB}\sqrt{\frac p{p+g}}\,\frac{2qR}{p^2}\left[b^2v_Ae^{-q(bR/p)^2}+a^2v_Be^{-q(aR/p)^2}\right].$$

The two parts are $-0.5219$ and $-0.1779$. Adding the kinetic part gives $dH_{AB}/dX_A=-0.6021$ hartree/bohr.

Off-diagonal elements enter each trace twice:

$$\begin{aligned}
\mathrm{Tr}(\rho\,dH)&=1.1276(-0.2891)+2(0.6152)(-0.6021)\\
&\quad+0.3356(-0.4060)=-1.2029,
\end{aligned}$$

$$\mathrm{Tr}(W\,dS)=2(-0.7699)(0.3490)=-0.5375 .$$

Hence

$$F_A=1.2029-0.5375=0.6655\ \text{hartree/bohr}=34.22\ \text{eV/Å}.$$

These results were computed from unrounded matrix elements (to five decimals, $1.20294-0.53747=0.66547$), so repeating the arithmetic with the four-decimal factors can differ in the last digit. The positive sign points from $A$ towards $B$. With no repulsion in the model, this attraction need not vanish at any bond length.

**Q:** Your traces use the formula under dispute. What do the energies alone say?

**A:** Solve the eigenvalue problem afresh at displaced positions and use no derivative matrix. The central difference is

$$D(h)=\frac{E(X_A+h)-E(X_A-h)}{2h}=E'+\frac{h^2}{6}E'''+O(h^4),$$

because the even Taylor terms cancel. Compared with the formula, its error is $1.408\times10^{-4}$ hartree/bohr at $h=0.04$ bohr and $3.520\times10^{-5}$ at $0.02$ bohr. The ratio is 4.00, as the $h^2$ term predicts.

The combination $[4D(h)-D(2h)]/3$ removes that term and gives the five-point rule

$$E'\simeq\frac{8[E(X_A+h)-E(X_A-h)]-[E(X_A+2h)-E(X_A-2h)]}{12h}.$$

With $h=0.01$ bohr it gives $F_A=0.6654726$ hartree/bohr, the same as the formula to seven decimals. Omitting the overlap term would give 1.2029, which is 81% too large relative to the correct force.

The numerical check also differentiates $\rho$ itself. It finds $\mathrm{Tr}(d\rho\,H)=0.5375$ hartree/bohr, equal to $-\mathrm{Tr}(W\,dS)$, which tests the elimination of the coefficient response separately.

**Q:** Where is my original force, the expectation value of the potential's derivative?

**A:** It is inside $dH$. Let $\partial_I$ denote a derivative with respect to $X_I$. For fixed orbital exponents,

$$\frac{dH_{\mu\nu}}{dX_I}=\langle\partial_I\chi_\mu|\hat H\chi_\nu\rangle+\langle\hat H\chi_\mu|\partial_I\chi_\nu\rangle+\langle\chi_\mu|\partial_IV|\chi_\nu\rangle .$$

The second term uses the Hermiticity of $\hat H$ for functions that vanish at infinity. Also,

$$\frac{dS_{\mu\nu}}{dX_I}=\langle\partial_I\chi_\mu|\chi_\nu\rangle+\langle\chi_\mu|\partial_I\chi_\nu\rangle .$$

Define $\partial_I\psi_i=\sum_\mu c_{\mu i}\partial_I\chi_\mu$, with the coefficients held fixed. Contracting with $\rho$ and $W$ makes the two basis terms in each line equal, since everything is real. The result is

$$F_I=-\sum_i n_i\langle\psi_i|\partial_IV|\psi_i\rangle-2\sum_i n_i\langle\partial_I\psi_i|(\hat H-\varepsilon_i)\psi_i\rangle .$$

The first sum is the Hellmann–Feynman force, your original expression. The second is the Pulay force. In the example,

$$F_A=0.3761+0.2894=0.6655\ \text{hartree/bohr}.$$

The overlap term is not the whole Pulay force. The basis-motion part of $-\mathrm{Tr}(\rho\,dH)$ is $1.20294-0.37608=0.82686$, and adding the overlap term $-0.53747$ leaves the Pulay force, $0.28939$ hartree/bohr.

**Q:** Is there a physical symptom if I keep the Hellmann–Feynman force alone?

**A:** Yes, here it violates translational invariance. Moving both sites together leaves $H$, $S$ and $E$ unchanged, so the complete forces must cancel. They are $+0.6655$ and $-0.6655$ hartree/bohr. The Hellmann–Feynman forces are $+0.3761$ and $-0.5343$, with a spurious sum of $-0.1582$ hartree/bohr.

For exact bound eigenfunctions that sum would vanish. Since $\sum_I\partial_IV=-dV/dx$, it equals

$$\sum_i n_i\left\langle\psi_i\left|\frac{dV}{dx}\right|\psi_i\right\rangle=\sum_i n_i\left\langle\psi_i\left|\left[\frac d{dx},\hat H\right]\right|\psi_i\right\rangle=0 .$$

The last equality lets $\hat H$ act to either side and give the same $\varepsilon_i$. An approximate orbital does not permit that step.

A zero sum does not prove a force correct, however. Under a rigid translation $dH$ and $dS$ vanish separately, so the forces sum to zero even if the $W$ term is forgotten. The finite difference detects that error; the sum does not.

**Q:** Then a better basis should make the Pulay force disappear.

**A:** There are two sufficient conditions. One is $(\hat H-\varepsilon_i)\psi_i=0$ for every occupied orbital. The other is that $\partial_I\psi_i$ lies in the span of the basis, because the matrix eigenvalue equation says

$$\langle\chi_\mu|(\hat H-\varepsilon_i)\psi_i\rangle=0\quad\text{for every }\mu .$$

A basis that does not move with the nuclei has $\partial_I\chi_\mu=0$ and also has no Pulay force, even if its energy is poor.

To improve the present basis, put functions $u^me^{-au^2}$ on site $A$, with $u=x-X_A$, and similar ones on $B$. Their derivatives are

$$\partial_A\left(u^me^{-au^2}\right)=\left(-mu^{m-1}+2au^{m+1}\right)e^{-au^2}.$$

Only the highest power on the moved site produces a function not already supplied by that site. The results for site $A$, in hartree/bohr, are:

| Functions per site | Total force | Pulay part |
|---:|---:|---:|
| 1 | 0.6655 | 0.2894 |
| 2 | 0.6798 | 0.0112 |
| 3 | 0.6760 | −0.0036 |
| 5 | 0.6735 | 0.0002 |

The Pulay part falls greatly and changes sign on the way. A small value does not by itself show that the total force is converged, since a basis that does not move has no Pulay force however poor it is. In this example the total changes by 0.0025 hartree/bohr between three and five functions, comparable in size with the Pulay part at three functions. At each listed size the complete formula passes the finite-difference test for that basis.

**Q:** You fixed the occupations. What if they are fractional, or thermal?

**A:** Nothing in the derivation required integers. For fixed occupations 1.4 and 0.6, formula and finite difference both give $F_A=0.4485$ hartree/bohr.

At temperature $T$, let $n_i=2f_i$, where $f_i=1/[e^{(\varepsilon_i-\lambda)/kT}+1]$ and $\lambda$ is the chemical potential. The relevant quantity at fixed electron number is the free energy $A=E-TS_{\rm el}$, with

$$S_{\rm el}=-2k\sum_i[f_i\ln f_i+(1-f_i)\ln(1-f_i)] .$$

Because $\ln[f_i/(1-f_i)]=-(\varepsilon_i-\lambda)/kT$,

$$T\,dS_{\rm el}=-2kT\sum_i\ln\frac{f_i}{1-f_i}\,df_i=\sum_i(\varepsilon_i-\lambda)\,dn_i .$$

Now $E=\sum_i n_i\varepsilon_i$, so at constant $T$

$$dA=\sum_i n_i\,d\varepsilon_i+\sum_i\varepsilon_i\,dn_i-T\,dS_{\rm el}=\sum_i n_i\,d\varepsilon_i+\lambda\sum_i dn_i .$$

The last sum is zero at fixed electron number. Applying the earlier gradient to one level gives $d\varepsilon_i=c_i^T(dH-\varepsilon_i\,dS)c_i$. The same force formula, with thermal occupations, therefore gives $-dA/dX_I$.

For $kT=0.3$ hartree, both formula and numerical derivative give 0.4797 hartree/bohr. The derivative $-dE/dX_A$ is 0.6263, because it includes the change of occupations without the compensating entropy.

**Q:** In a self-consistent calculation $H$ depends on $\rho$. Surely $dH$ then brings the response back.

**A:** It would if $dH$ meant the total derivative of the converged matrix. Start instead from the total energy,

$$E=\mathrm{Tr}(\rho h)+E_{\rm int}[\rho,X],$$

where $h$ is the density-independent part. Let $G$ be defined by the change of $E_{\rm int}$ at fixed geometry, $dE_{\rm int}=\mathrm{Tr}(d\rho\,G)$. The self-consistent Hamiltonian is $H=h+G$. Then

$$dE=\mathrm{Tr}(\rho\,dh)+\left.dE_{\rm int}\right|_\rho+\mathrm{Tr}(d\rho\,H).$$

The last trace is again $-\mathrm{Tr}(W\,dS)$, provided the orbitals are eigenvectors of the $H$ built from their own density. Thus

$$F_I=-\mathrm{Tr}\left(\rho\frac{dh}{dX_I}\right)-\left.\frac{\partial E_{\rm int}}{\partial X_I}\right|_\rho+\mathrm{Tr}\left(W\frac{dS}{dX_I}\right).$$

The middle derivative fixes the matrix $\rho$, not the density in space, which moves with the basis functions.

For a mean-field contact repulsion, let $n(x)=\sum_{\mu\nu}\rho_{\mu\nu}\chi_\mu\chi_\nu$ and $E_{\rm int}=(U/4)\int n^2dx$. Its variation is $(U/2)\int n\,dn\,dx$, so

$$G_{\mu\nu}=\frac U2\int\chi_\mu\chi_\nu n\,dx,$$

$$\left.\frac{\partial E_{\rm int}}{\partial X_I}\right|_\rho=U\sum_{\mu\nu}\rho_{\mu\nu}\int n\,(\partial_I\chi_\mu)\chi_\nu\,dx .$$

With $U=0.5$ hartree bohr, formula and finite difference both give $F_A=0.6473$ hartree/bohr.

Using the total derivative of the converged $H$ gives 0.6224 instead. That is the force of the band sum,

$$\sum_i n_i\varepsilon_i=\mathrm{Tr}(\rho h)+\frac U2\int n^2dx=E+E_{\rm int},$$

which counts the interaction twice. The difference, $0.6224-0.6473=-0.0249$ hartree/bohr, is therefore $-dE_{\rm int}/dX_A$: the repulsion energy rises as $A$ moves towards $B$.

## Calculated quantities

```
Positions A, B: 0.0000000 2.0000000 bohr
Orbital exponents A, B: 0.6000000 0.3000000 bohr^-2
Well depths A, B: 1.5000000 1.0000000 hartree
Well exponent: 0.5000000 bohr^-2
Matrix elements below are in order AA, AB, BB
S: 1.0000000 0.4362910 1.0000000 (dimensionless)
H: -1.1650118 -0.7047648 -0.9606790 hartree
Levels 1, 2: -1.2515928 -0.6143066 hartree
Lower-level |c_A|, |c_B|: 0.7508725 0.4096334 (dimensionless)
rho: 1.1276191 0.6151649 0.3355990 (dimensionless)
W: -1.4113199 -0.7699360 -0.4200333 hartree
dS/dX_A: -0.0000000 0.3490328 0.0000000 bohr^-1
dH/dX_A: -0.2890726 -0.6020621 -0.4059601 hartree/bohr
Electronic energy: -2.5031856 hartree
-Tr(rho dH/dX_A): 1.2029385 hartree/bohr
+Tr(W dS/dX_A): -0.5374659 hartree/bohr
Tr(drho/dX_A H), numerical: 0.5374659 hartree/bohr
Formula forces A, B: 0.6654726 -0.6654726 hartree/bohr
Five-point forces A, B: 0.6654726 -0.6654726 hartree/bohr
Hellmann-Feynman forces A, B: 0.3760830 -0.5342881 hartree/bohr
Pulay forces A, B: 0.2893896 -0.1311845 hartree/bohr
Sum of Hellmann-Feynman forces: -0.1582050 hartree/bohr
Formula force A, converted: 34.2199771 eV/angstrom
Central-difference error, step 0.04 bohr: 1.408e-04 hartree/bohr
Central-difference error, step 0.02 bohr: 3.520e-05 hartree/bohr
Error ratio on halving step: 3.9994623 (dimensionless)
Fixed fractional occupations: 1.4000000 0.6000000 electrons
Fractional force A: formula, numerical: 0.4484825 0.4484825 hartree/bohr
Thermal energy kT: 0.3000000 hartree
Thermal occupations: 1.4862000 0.5138000 electrons
Thermal force A: formula, -dA/dX, -dE/dX: 0.4796568 0.4796568 0.6263173 hartree/bohr
Contact coupling: 0.5000000 hartree bohr
Self-consistent total energy: -2.3581126 hartree
Self-consistent force A: formula, numerical: 0.6473073 0.6473073 hartree/bohr
Self-consistent band-sum force A: 0.6224368 hartree/bohr
1 functions/site, force A: total, Pulay: 0.6654726 0.2893896 hartree/bohr
2 functions/site, force A: total, Pulay: 0.6797955 0.0111643 hartree/bohr
3 functions/site, force A: total, Pulay: 0.6760431 -0.0036378 hartree/bohr
5 functions/site, force A: total, Pulay: 0.6735263 0.0001816 hartree/bohr
```
